# First half: from the Coulomb force to the two frequencies

## What goes wrong without the local field

Take a crystal of identical charged oscillators, each of frequency ω₀ when alone. A tempting shortcut is to drive every oscillator with the macroscopic electric field E, the field averaged over many cells. In a transverse wave without retardation this average field is zero, so the shortcut leaves the transverse frequency at ω₀. In a longitudinal wave the field opposes the polarization, and the shortcut raises ω₀² by the full squared plasma frequency.

Both answers are wrong, and the squared frequencies are wrong by the same amount. An oscillator does not feel the average field. It feels the field of all the other oscillators at its own site, which differs from the average because the site's own contribution is missing. The difference lowers both squared frequencies. It also allows the transverse one to reach zero, an instability that the shortcut misses.

The correct long-wavelength result is

ω_T² = ω₀²(1 − x),  ω_L² = ω₀²(1 + 2x),

where the number x measures how strongly the sites polarize one another.

## The model and the units

The sites form a simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc) lattice with one oscillator per lattice point. The cube edge is a and there are N sites per unit volume. At each site a charge q of mass m is bound by an isotropic spring of frequency ω₀. A fixed charge −q sits at the centre of the spring, so every site is neutral. The attraction between the two charges of one site is counted as part of the spring. If the moving charge is displaced by u, the site has the dipole moment p = qu.

Nothing else in the crystal polarizes, there is no damping, and the charges are points whose displacements are small compared with the distance between sites. Magnetic forces and the finite speed of light are left out until the second half.

The algebra uses atomic units, in which two charges q₁ and q₂ at distance r have the energy q₁q₂/r. A static field E displaces an isolated charge until the spring balances it, mω₀²u = qE. Its dipole moment is then p = qu = αE, with the static polarizability

α = q²/(mω₀²).  (1)

In these units α is a volume. The coupling parameter is

x = 4πNα/3.  (2)

The SI polarizability is 4πε₀ times this volume, so the same number is x = Nα/(3ε₀) when α is taken in SI. Since N is the inverse volume per site, x compares the polarizability of a site with the room it has.

## The energy of two neutral sites

Put one site at the origin with displacement u₁ and another at R with displacement u₂. The moving charges are at u₁ and R + u₂, the fixed ones at 0 and R. The four Coulomb energies between the sites are

U = q²[ 1/|R + u₂ − u₁| + 1/|R| − 1/|R + u₂| − 1/|R − u₁| ].

Write f(R) = 1/|R|, let f_a and f_ab be its first and second derivatives, and sum over repeated indices. To second order,

f(R + s) = f + s_a f_a + ½ s_a s_b f_ab.

Use this with s = u₂ − u₁, s = u₂ and s = −u₁. The constant terms have the signs +, +, −, − and cancel. The linear terms give

(u₂ − u₁)_a f_a − u₂a f_a + u₁a f_a = 0.

In the quadratic terms the first energy contributes

½(u₂a u₂b − 2u₁a u₂b + u₁a u₁b) f_ab,

where the two cross terms were combined because f_ab is symmetric. The third and fourth energies subtract ½u₂a u₂b f_ab and ½u₁a u₁b f_ab. What remains is

U = −q² u₁a u₂b f_ab.

The same-site terms have cancelled for a physical reason: a neighbour whose charge is not displaced is neutral at a point and produces no field, so it cannot change the spring of the first site.

The derivatives are f_a = −R_a/R³ and

f_ab = T_ab(R) = (3R_aR_b − R²δ_ab)/R⁵.  (3)

Hence

U = −p₁·T(R)·p₂.  (4)

A dipole in a field has energy −p₁·E, so T(R)p₂ is the field that the second dipole produces at the first. Two properties of T will be needed. It is even, T(−R) = T(R), and its trace vanishes, since 3R²/R⁵ − 3/R³ = 0.

The signs in T carry the physics. For R along the dipole, T = +2/R³: dipoles placed head to tail support each other. For R perpendicular to the dipole, T = −1/R³: parallel dipoles placed side by side oppose each other. The mode frequencies depend on which of the two wins in the sum over all neighbours.

## The equation of motion and its waves

Let E_loc,j be the field at site j from all other sites. Newton's equation is

m ü_j = −mω₀² u_j + qE_loc,j.

Multiply by q/m and use q²/m = αω₀² from (1):

p̈_j = −ω₀² p_j + αω₀² E_loc,j,  E_loc,j = Σ_{l≠j} T(R_j − R_l) p_l.  (5)

This is linear, so quantum oscillators have the same mode frequencies: their position operators obey the same equation.

Try a wave p_j = p exp(ik·R_j − iωt). With R = R_j − R_l the local field becomes

E_loc,j = exp(ik·R_j − iωt) Σ_{R≠0} T(R) exp(−ik·R) p.

The lattice contains −R along with every R, and T is even, so the imaginary parts cancel in pairs. The sum is the real symmetric matrix

J(k) = Σ_{R≠0} T(R) cos(k·R).  (6)

Equation (5) now reads −ω²p = −ω₀²p + αω₀²J(k)p. If p is an eigenvector of J with eigenvalue λ, then

ω² = ω₀²(1 − αλ).  (7)

A positive λ means that the neighbours pull the charge further out, which weakens the spring. A negative λ means that they push it back.

Because T has no trace, neither has J, and its three eigenvalues add up to zero. At each k, therefore, the three squared frequencies add up to 3ω₀². The dipole forces of this model redistribute stiffness among the three modes without changing the total.

## Why the wavevector may not be set to zero at once

The terms of (6) fall off as 1/R³, while the number of sites in a shell of given thickness grows as R². At k = 0 each shell therefore carries a weight of order 1/R, whose integral grows logarithmically. The angular signs of T can cancel this growth, but the value left over depends on the shape in which the sum is extended to infinity.

A small nonzero k removes the ambiguity, because cos(k·R) oscillates and switches off the distant contributions. The sum is understood with a smooth cutoff at very large R, which is removed at the end. Then k is made small. The answer will still depend on the direction of k relative to p, and this is what separates longitudinal from transverse modes.

For small k choose a sphere of radius S around the site in question, with

a << S << 1/k.

This is possible when ka << 1. The sites inside must be treated one by one, but they see almost no phase change. The sites outside see the phase, but they can be smeared into a continuum.

## Inside the sphere

Set cos(k·R) = 1 for R < S. Reflection of the lattice in the plane normal to x changes the sign of R_xR_y, so the off-diagonal element vanishes. The other off-diagonal elements vanish likewise. Cubic symmetry also exchanges the axes, so the three diagonal elements are equal. Their sum is the trace, which is zero. Each is therefore zero:

Σ_{0<R<S} T(R) = 0.  (8)

The six nearest neighbours in the sc lattice show how this works. For dipoles along z, the two neighbours on the z axis contribute 2 × 2/a³ and the four beside it contribute −4 × 1/a³.

The neglected phase is small. No element of T exceeds 2/R³ in size, and 1 − cos(k·R) is at most k²R²/2. The error is then at most about N∫(k²/R)4πR²dR = 2πN(kS)², which is negligible compared with N.

Cubic symmetry is needed here. Stretch the sc lattice along z until c/a = 1.1. Adding T_zz site by site within a sphere of radius 30a gives −1.07/a³. The sum still moves by a few thousandths of this unit as the radius grows, and its limit rounds to −1.08/a³. Most of this comes from the nearest neighbours, which give 4/1.1³ − 4 = −0.99 in the same unit. The continuum term 4πN/3 derived below would be 4.189/1.1 = 3.81 in this unit, so a stretch of 10 % alters the local-field factor for dipoles along z by 28 % of that term.

## Outside the sphere

For R > S replace the sum by N times an integral. To see the error, expand the summand about the centre of each cell. The linear term averages to zero because the cell is symmetric under inversion. The higher terms are integrals of derivatives of the summand, which reduce to surface terms at R = S, since the cutoff removes those at infinity. The leading one is of order N·a²·S²·(1/S⁴) = N(a/S)². The cells cut by the sphere fill a layer of thickness about a, where T is of order 1/S³; they contribute at most about N·S²a/S³ = Na/S. All these errors vanish as a/S → 0.

Let k point along z, and let μ be the cosine of the angle between R and k. Then T_zz = (3μ² − 1)/R³, and the integral over the azimuth gives 2π:

J_zz = N ∫_S^∞ R² dR · 2π ∫_{−1}^{1} dμ (3μ² − 1) cos(kRμ)/R³.

With s = kR this is

J_zz = 2πN ∫_{kS}^∞ A(s) ds/s,  A(s) = ∫_{−1}^{1} (3μ² − 1) cos(sμ) dμ.  (9)

The angular integral follows from

∫_{−1}^{1} cos(sμ) dμ = 2g(s),  g(s) = sin s/s.

Two derivatives with respect to s bring down −μ², so the integral of μ²cos(sμ) is −2g″. Hence A = −6g″ − 2g. Differentiating g,

g′ = cos s/s − sin s/s²,

g″ = −sin s/s − 2cos s/s² + 2 sin s/s³,

and therefore

A(s) = 4 sin s/s + 12 cos s/s² − 12 sin s/s³.

The integrand A/s is a total derivative. Define

h(s) = (sin s − s cos s)/s³.

The derivative of the numerator is cos s − cos s + s sin s = s sin s, so

h′ = sin s/s² − 3(sin s − s cos s)/s⁴ = sin s/s² + 3cos s/s³ − 3 sin s/s⁴.

Comparison with A gives A/s = 4h′. At infinity h vanishes as 1/s², and (9) becomes

J_zz = 2πN · 4[0 − h(kS)] = −8πN h(kS).

For small s, sin s − s cos s = s³(−1/6 + 1/2) + … = s³/3 + …, so h(kS) → 1/3. The result no longer depends on the chosen radius:

J_zz = −8πN/3.  (10)

Rotation about k makes J_xx and J_yy equal in the continuum, and the zero trace fixes them:

J_xx = J_yy = +4πN/3.  (11)

The off-diagonal elements vanish in the integral over the azimuth. For a general direction k̂ = k/k,

J_ab = N(4π/3 δ_ab − 4π k̂_a k̂_b).  (12)

## The two frequencies

Insert the eigenvalues into (7), with 4πNα/3 = x. For p perpendicular to k, αλ = x. For p along k, αλ = −2x. Therefore

ω_T² = ω₀²(1 − x)  (two modes),  (13)

ω_L² = ω₀²(1 + 2x)  (one mode).  (14)

The sum 2(1 − x) + (1 + 2x) = 3 agrees with the zero trace. In the transverse wave the distant dipoles on balance support the displacement; in the longitudinal wave they oppose it, with twice the strength. As x → 0, which means dilute or weakly polarizable sites, all three modes return to ω₀.

# Second half: fields, light, stability and numbers

## What is carried over

Each site of a cubic lattice has a dipole p = qu, an isolated frequency ω₀ and a static polarizability α = q²/(mω₀²). There are N sites per unit volume, a is the cube edge, and x = 4πNα/3 in atomic units. A wave with wavevector k has ω² = ω₀²(1 − αλ), where λ is an eigenvalue of the dipole sum J(k), whose trace is zero. For ka << 1 and without retardation, J = N(4π/3 − 4πk̂k̂), where the first term multiplies the unit matrix. This gives ω_T² = ω₀²(1 − x) and ω_L² = ω₀²(1 + 2x).

## The same result in terms of average fields

Let P = Np be the polarization. The local field is

E_loc = Jp = 4πP/3 − 4πk̂(k̂·P).  (15)

The macroscopic field of the same wave obeys the electrostatic equations k × E = 0 and k·(E + 4πP) = 0. The first says that E is parallel to k, and the second then fixes its size:

E = −4πk̂(k̂·P).  (16)

Subtracting (16) from (15) gives the Lorentz relation

E_loc = E + 4πP/3.  (17)

For a transverse wave E = 0, and the local field 4πP/3 assists the displacement. For a longitudinal wave E = −4πP, and the local field is −4πP + 4πP/3 = −8πP/3.

The error of the shortcut can now be stated. Define the plasma frequency by ω_p² = 4πNq²/m. With q²/m = αω₀² this is 4πNαω₀² = 3xω₀². Driving the sites with E instead of E_loc would give ω₀² and ω₀² + ω_p² = ω₀²(1 + 3x). Both exceed the correct squares by xω₀². The difference ω_L² − ω_T² = ω_p² comes out right either way, so it cannot reveal the missing local field.

## The dielectric function

Now let a macroscopic field E of frequency ω be present. The equation of motion with (17), multiplied by N, is

(ω₀² − ω²)P = Nαω₀²(E + 4πP/3) = Nαω₀²E + xω₀²P.

Collect the terms in P and use ω₀²(1 − x) = ω_T²:

P = Nαω₀² E/(ω_T² − ω²).

The dielectric function is ε = 1 + 4πP/E. Since 4πNα = 3x,

ε(ω) = 1 + 3xω₀²/(ω_T² − ω²) = (ω_L² − ω²)/(ω_T² − ω²).  (18)

The two mode frequencies have separate meanings here. At ω_T the dielectric function has a pole: polarization exists without a macroscopic field. At ω_L it has a zero: polarization exists with E + 4πP = 0.

At zero frequency

ε(0) = ω_L²/ω_T² = (1 + 2x)/(1 − x).  (19)

The first equality is the Lyddane–Sachs–Teller relation for a medium whose ε tends to 1 at high frequency. Solving the second for x, with ε(0) − 1 = 3x/(1 − x) and ε(0) + 2 = 3/(1 − x), gives the Clausius–Mossotti relation

[ε(0) − 1]/[ε(0) + 2] = x.

The shortcut would give ε(0) = 1 + 3x, which agrees to first order in x but stays finite at x = 1.

## How light limits the transverse law

With retardation the average electric field of a transverse wave is no longer zero. The oscillating polarization is a current with a magnetic field, and the changing magnetic field induces a transverse electric field. The Lorentz relation survives as long as the wavelength, in the crystal and in vacuum, is much larger than a. The difference between local and average field is settled within a sphere small enough for retardation to be negligible. Distant dipoles act through E, which must now obey the full Maxwell equations.

For a transverse wave these are k × E = (ω/c)B and k × B = −(ω/c)εE. Take the vector product of k with the first equation. The left side is k × (k × E) = −k²E, and the right side is (ω/c)k × B = −(ω²/c²)εE. Hence

c²k² = ω²ε(ω).  (20)

Insert (18) and multiply by ω_T² − ω²:

c²k²(ω_T² − ω²) = ω²(ω_L² − ω²).  (21)

Rearranged as a quadratic equation for ω², this is

ω⁴ − (ω_L² + c²k²)ω² + c²k²ω_T² = 0.

The two roots have the sum ω_L² + c²k² and the product c²k²ω_T². As k → 0 one root tends to ω_L². The other follows from the product and is c²k²ω_T²/ω_L² = c²k²/ε(0), which is light in a dielectric. In this limit the two transverse frequencies thus tend to zero and to ω_L, and neither tends to ω_T.

When ck is large compared with ω₀, the lower root approaches ω_T². Put ω² ≈ ω_T² on the right of (21), where ω_L² − ω_T² = 3xω₀²:

ω² ≈ ω_T²[1 − 3x(ω₀/ck)²].  (22)

The law for ω_T² thus holds in the window ω₀/c << k << 1/a. The longitudinal wave has k × E = 0, hence no magnetic field, and retardation leaves it at ε = 0, which is ω_L.

## Shape takes over when the wave is longer than the sample

In a small body, uniformly polarized and much smaller than the wavelength of light, there is no wavevector to decide the average field. The surface charge decides it. For an ellipsoid polarized along a principal axis the field is E = −4πLP, where the depolarization factor L depends on the shape. With (17) the local field is (4π/3 − 4πL)P, and

ω² = ω₀²[1 − Nα(4π/3 − 4πL)] = ω₀²(1 − x + 3Lx).  (23)

A long needle polarized along its length has L = 0 and the frequency ω_T. A thin plate polarized across its thickness has L = 1 and the frequency ω_L. A sphere has L = 1/3, because the three factors of an ellipsoid add up to 1, and its uniform mode stays at ω₀. These statements treat the body as a continuum and need it to be many cells across. Sites near the surface lack a full set of neighbours and feel a different local field, so in a cluster of discrete sites uniform polarization is only approximately a mode, and the approximation improves slowly with size. This is the shape dependence met in the dipole sum at k = 0.

## The catastrophe

Displace all charges by the same u in a pattern with E = 0. The spring pulls each one back with the force mω₀²u. The local field pushes it outward with the force

q · 4πP/3 = (4πNq²/3)u = x mω₀²u.

At x = 1 the two forces balance for every u, and there is no restoring force left. By (19), the static dielectric constant diverges as 3/(1 − x). For x > 1 the squared frequency is negative, and a small transverse polarization with a wavevector in the window ω₀/c << k << 1/a grows as exp(γt) with γ = ω₀√(x − 1). At smaller k the induced electric field slows the growth. This is the polarization catastrophe.

The linear model can say that the unpolarized state is unstable, but not where the growth ends. That is decided by forces beyond the harmonic spring and the dipole coupling. The longitudinal mode gives no warning, since ω_L² grows steadily with x.

## Is the uniform mode the first to go?

The condition x = 1 concerns long waves. A mode of short wavelength becomes unstable when αλ = 1 for its own λ, and this comes earlier if λ exceeds 4πN/3. For short waves J(k) must be summed numerically. The Ewald method does this by splitting each point dipole into a smooth Gaussian part, summed over reciprocal lattice vectors, and a short-ranged remainder, summed over sites.

In the sc lattice 4πN/3 = 4.189/a³. At the zone-boundary point k = (π/a, π/a, 0), for dipoles along z, the Ewald sum gives λ = 5.354/a³, which is larger. In this pattern each column of sites along z is polarized uniformly, head to tail, and adjacent columns point in opposite directions. The nearest side-by-side neighbours now support each other as well, while those across the diagonal are still parallel and oppose each other. The mode becomes unstable at

x = 4.189/5.354 = 0.782.

The sc lattice therefore never reaches its uniform catastrophe from the unpolarized state. At x = 0.9 the uniform transverse mode still has ω²/ω₀² = 0.10, while the column mode has −0.15. At x = 0.782 formula (19) gives ε(0) = 2.564/0.218 = 11.8, so the instability arrives with a finite dielectric constant.

For the other two lattices the eigenvalues were computed on a grid of 8 × 8 × 8 wavevectors covering the zone, with k = 0 left out. The smallest x at which any of these modes softens is 1.007 for bcc and 1.021 for fcc, in both cases at a grid point close to the zone centre. On this evidence, which is a search and not a proof, the uniform mode softens first in bcc and fcc, at x = 1.

## Worked example: an fcc model crystal

Take one electron per site, ħω₀ = 10 eV and an fcc lattice with a = 4 Å. These are round model parameters. The fcc cube holds four sites, so N = 4/4³ = 0.0625 Å⁻³. In atomic units q = m = 1 and ω₀ = 0.3675, so α = 1/0.3675² = 7.40, which is 1.097 Å³. Then

x = (4π/3)(0.0625)(1.097) = 0.287.

The mode energies are

ħω_T = 10 √0.7127 = 8.44 eV (0.310 hartree),

ħω_L = 10 √1.5745 = 12.55 eV (0.461 hartree).

The static dielectric constant is 1.5745/0.7127 = 2.21. The shortcut without the local field would give 10 eV, √(100 + 86.2) = 13.6 eV and 1 + 3x = 1.86.

The window for k runs from ω₀/c = 0.0051 Å⁻¹ to 1/a = 0.25 Å⁻¹. Choose k = 0.05 Å⁻¹ along [110]. The Ewald sum at this k, without retardation, gives 12.547 eV for the longitudinal mode and 8.444 and 8.443 eV for the transverse ones. All three lie within about 0.002 eV of the long-wave limits.

Retardation matters more here. With ck/ω₀ = 9.87, formula (22) lowers ω² by the fraction 0.862/97.3 = 0.0089. The energy falls by half that fraction, from 8.442 to 8.405 eV.

Now compress the lattice while holding α and ω₀ fixed. Then x grows as 1/a³, and the long-wave squared energies are:

| a (Å) | x | (ħω_T)² (eV²) | (ħω_L)² (eV²) |
|---|---|---|---|
| 4.0 | 0.287 | 71.3 | 157 |
| 3.5 | 0.429 | 57.1 | 186 |
| 3.0 | 0.681 | 31.9 | 236 |
| 2.7 | 0.934 | 6.6 | 287 |
| 2.6 | 1.046 | −4.6 | 309 |

The sign changes at a = 4 × 0.2873^(1/3) = 2.64 Å. At 2.6 Å the growth rate is ħγ = √4.6 = 2.1 eV.

The point-charge assumption is strained at such spacings. The ground state of the quantum oscillator has a spread of √(ħ/2mω₀) along each axis, which is √(1/0.735) = 1.17 atomic units or 0.62 Å. At a = 2.64 Å nearest neighbours are 2.64/√2 = 1.87 Å apart, so the charge clouds of real electrons would overlap appreciably. The critical spacing is a property of the model, not a prediction for a solid.

## Beside real crystals

An energy of 10 eV is of the rough size of strong electronic absorption in wide-gap insulators. The lattice vibrations of ionic crystals lie far lower, at roughly tens of meV, and there the electrons form a second polarizable system that follows almost at once. Its effect can be estimated by adding to each site a constant polarizability α_b that feels the same local field, with x_b = 4πNα_b/3. In (19) x is then replaced by X = x_b + xω₀²/(ω₀² − ω²). The pole of ε lies at X = 1 and the zero at X = −1/2, which give

ω_T² = ω₀²[1 − x/(1 − x_b)],  ω_L² = ω₀²[1 + 2x/(1 + 2x_b)].

For x_b = 0.287, a background dielectric constant of 2.21, the transverse shift of ω² grows by 40 % and the longitudinal shift shrinks by 36 %. The catastrophe moves from x = 1 to x = 0.713. In perovskite ferroelectrics a further assumption fails: the oxygen sites do not have cubic surroundings, so the factor 4π/3 does not apply to them. The 28 % change found for the stretched lattice shows how sensitive that factor can be. Short-range forces between ions and anharmonic, temperature-dependent restoring forces also enter, so x computed from free-ion polarizabilities is not a reliable criterion for ferroelectricity in such crystals.
